# Depth of a shallow NV centre from surface-proton noise

## Question

I have a shallow NV centre under a (100) diamond surface covered with a thick drop of viscous immersion oil. The bias field is 30 mT along the NV axis. A resonant 32-pulse decoupling sequence gives a proton field of $B_{\rm rms}=400\pm20$ nT, analysed as if the proton signal stayed coherent throughout the sequence. I take the oil to contain $60\pm6$ protons per nm³.

I know that the variance should fall as $1/d^3$, but I can't get the prefactor right. I summed the mean square of the full dipole field along the NV axis over the half-space of oil and obtained a depth of 9.2 nm. A colleague says that this is too deep. What is wrong with my sum, and does it matter that the oil molecules diffuse?

## Answer

Your sum includes a static part of the field that the pulse sequence removes. Diffusion matters too, though less.

### What one proton contributes

Let $\mathbf n$ be the unit vector along the NV axis and the bias field, at angle $\alpha$ to the surface normal $z$. Put the NV at the origin, with protons filling $z>d$. A proton at $\mathbf r$ has magnetic moment $\hbar\gamma_p\mathbf I$, with $\mathbf I$ dimensionless and $\gamma_p$ in rad/(s T). Its dipole field along $\mathbf n$ is

$$B_n=K\,\mathbf v\cdot\mathbf I,\qquad K=\frac{\mu_0\hbar\gamma_p}{4\pi},\qquad \mathbf v=\frac{3(\mathbf n\cdot\hat{\mathbf r})\hat{\mathbf r}-\mathbf n}{r^3}.$$

The spin precesses about $\mathbf n$. Its component along $\mathbf n$ is constant and gives a static field, which the pulses cancel. Only the transverse components oscillate at the Larmor frequency, so we need the part of $\mathbf v$ perpendicular to $\mathbf n$. With $c=\mathbf n\cdot\hat{\mathbf r}$,

$$\mathbf v_T=\frac{3c(\hat{\mathbf r}-c\,\mathbf n)}{r^3},\qquad |\mathbf v_T|^2=\frac{9c^2(1-c^2)}{r^6}.$$

For an unpolarized spin 1/2, each component has zero mean and variance 1/4, and different components are uncorrelated. One proton therefore contributes $K^2|\mathbf v_T|^2/4$. Different protons are taken as uncorrelated, so their variances add. For uniform number density $\rho$,

$$B_{\rm rms}^2=\frac{\rho K^2}{4}\,G,\qquad G=\int_{z>d}|\mathbf v_T|^2\,d^3r .$$

Here $B_{\rm rms}$ is the rms instantaneous field, not an oscillation amplitude.

### The half-space integral

Write $\mathbf r=(\mathbf s,z)$, with $\mathbf s$ parallel to the surface. For $z>0$, $1/r$ obeys Laplace's equation and decays upwards. Its lateral Fourier transform at $z=0$ is $2\pi/k$, so

$$\frac1r=\int\frac{d^2k}{(2\pi)^2}\,\frac{2\pi}{k}\,e^{i\mathbf k\cdot\mathbf s-kz}.$$

Since $\partial_i\partial_j(1/r)=(3\hat r_i\hat r_j-\delta_{ij})/r^3$, we have $v_j=\sum_i n_i\partial_i\partial_j(1/r)$. On each wave, a derivative becomes multiplication by $k\boldsymbol\kappa$, where $\boldsymbol\kappa=(i\hat{\mathbf k},-1)$. The Fourier component of $v_j$ is thus $2\pi k(\mathbf n\cdot\boldsymbol\kappa)\kappa_j e^{-kz}$.

Choose $\mathbf n=(\sin\alpha,0,\cos\alpha)$ and let $\varphi$ be the angle of $\mathbf k$ from the $x$ axis. Then

$$q\equiv|\mathbf n\cdot\boldsymbol\kappa|^2=\sin^2\alpha\cos^2\varphi+\cos^2\alpha=1-\sin^2\alpha\sin^2\varphi .$$

The full squared length is $|\boldsymbol\kappa|^2=2$. Removing the component along $\mathbf n$ leaves $2-q$. Parseval's theorem gives, for one plane,

$$\int|\mathbf v_T|^2d^2s=\int d^2k\,k^2e^{-2kz}\,q(2-q).$$

The angular average uses $\langle\sin^4\varphi\rangle=3/8$:

$$\langle q(2-q)\rangle=1-\langle(1-q)^2\rangle=1-\tfrac38\sin^4\alpha=\frac{8-3\sin^4\alpha}{8}.$$

Integrating over $z$ from $d$ to infinity gives $e^{-2kd}/(2k)$. With $d^2k=k\,dk\,d\varphi$,

$$G=2\pi\,\frac{8-3\sin^4\alpha}{8}\cdot\frac12\int_0^\infty k^2e^{-2kd}dk .$$

The last integral is $2/(2d)^3=1/(4d^3)$. Hence

$$G=\frac{\pi(8-3\sin^4\alpha)}{32d^3},\qquad
\boxed{B_{\rm rms}^2=\rho K^2\,\frac{\pi(8-3\sin^4\alpha)}{128\,d^3}}.$$

The power has a simple meaning. About $\rho d^3$ protons lie close enough to matter, each giving a random field of order $K/d^3$. Their variances add to $\rho d^3(K/d^3)^2=\rho K^2/d^3$.

Direct real-space integration of the dipole field, at depths of 5, 8 and 15 nm and axis angles of 0°, 54.74° and 90°, agrees with $G$ to a relative difference below $10^{-10}$.

### Your depth

For a (100) surface, $\sin^2\alpha=2/3$. Then $8-3\sin^4\alpha=20/3$, and the numerical factor is $5\pi/96=0.16362$. With $K=2821.2$ nT nm³,

$$d_0^3=\frac{0.16362\times60\times(2821.2)^2}{(400)^2}\ {\rm nm^3}=488.4\ {\rm nm^3},$$

so $d_0=7.88$ nm, or $7.88\times10^{-9}$ m. Because $d_0\propto\rho^{1/3}B_{\rm rms}^{-2/3}$, independent small errors combine as

$$\frac{\delta d_0}{d_0}=\sqrt{\left(\frac23\times0.05\right)^2+\left(\frac13\times0.10\right)^2}=4.7\%,$$

or 0.37 nm. At fixed density and angle, the formula predicts 790.6, 279.5 and 98.8 nT at 5, 10 and 20 nm. Doubling the depth divides the rms field by $2^{3/2}$.

### Where 9.2 nm came from

If the static part is kept, $|\boldsymbol\kappa|^2=2$ replaces $2-q$. The angular average becomes $\langle2q\rangle=2-\sin^2\alpha=1+\cos^2\alpha$, and the volume integral becomes $\pi(1+\cos^2\alpha)/(4d^3)$. For (100), the variance is too large by

$$\frac{4/3}{5/6}=1.6.$$

At a given measured field, the inferred depth is then too large by $1.6^{1/3}$, which turns 7.88 nm into 9.21 nm.

The axis angle matters less. For an NV axis normal to the surface, $\alpha=0$ and the angular factor is 8 instead of 20/3. Using that value for your centre would give 8.37 nm.

### What diffusion changes

Diffusion in a uniform liquid leaves the instantaneous variance unchanged, but it shortens the memory of the signal. Let $D$ be the diffusion coefficient, and let the surface reflect the molecules. We need the normalized correlation $c(t)$ of the slowly varying signal amplitude, obtained by averaging $\mathbf v_T(\mathbf r_0)\cdot\mathbf v_T(\mathbf r_t)$ over starting points and random paths. The cross-product term from precession vanishes because forward and reverse diffusion paths are equally likely.

The plane waves still work. Lateral diffusion multiplies each by $e^{-Dk^2t}$. For the normal direction, set $\zeta=z-d$. Reflection is equivalent to extending $e^{-k\zeta}$ evenly to $e^{-k|\zeta|}$ and letting it spread freely. The transform of that function is $2k/(k^2+p^2)$, so the half-space overlap is

$$\frac12\int_{-\infty}^{\infty}\frac{dp}{2\pi}\frac{4k^2e^{-Dp^2t}}{(k^2+p^2)^2}.$$

At $t=0$ this is $1/(2k)$, as before. Put $p=kx$ and $a=Dk^2t$, include the lateral factor, and divide by $1/(2k)$:

$$J(a)=\frac2\pi\int_{-\infty}^{\infty}\frac{e^{-a(1+x^2)}}{(1+x^2)^2}dx .$$

Differentiating twice removes the denominator and leaves a Gaussian integral, $J''=2e^{-a}/\sqrt{\pi a}$. As $J'$ vanishes at large $a$, one integration gives $J'=-2\,{\rm erfc}\sqrt a$. A second, with $J(0)=1$, gives

$$J(a)=(1-2a)\,{\rm erfc}\sqrt a+2\sqrt{a/\pi}\,e^{-a}.$$

The angular factor is the same for every $k$ and cancels on normalization, so

$$c(t)=4d^3\int_0^\infty k^2e^{-2kd}J(Dk^2t)\,dk .$$

At short times $J\simeq1-2a$. The weighted mean of $k^2$ is $[4!/(2d)^5]/[2!/(2d)^3]=3/d^2$, so the initial decay rate is $6D/d^2$.

Now include the pulses. Taken as instantaneous, they multiply the field by a square wave $\pm1$ at the Larmor frequency. Its fundamental has amplitude $4/\pi$, and averaging it against the in-phase signal gives $2/\pi$. For a coherent signal and a sequence of duration $T$, the rms NV phase is therefore $(2/\pi)\gamma_eB_{\rm rms}T$, with $\gamma_e$ the magnitude of the electron gyromagnetic ratio.

When the amplitude drifts, the phase variance contains a double time integral of $c(|t-t'|)$. Pairs of times separated by $t$ have weight $2(T-t)$, so the variance is multiplied by

$$F(d)=\frac2{T^2}\int_0^T(T-t)\,c(t)\,dt .$$

An analysis that assumes coherence returns $\sqrt F$ times the true rms field. The true field is larger and the centre shallower:

$$d=d_0\,[F(d)]^{1/3}.$$

Your Larmor frequency is 1.2773 MHz, so $T=32/(2\times1.2773\ {\rm MHz})=12.53$ µs. The quoted field corresponds to an rms phase of 0.562 rad and, for Gaussian noise, a coherence factor $e^{-0.562^2/2}=0.854$.

For a rough $D=0.3$ nm²/µs, solving the depth equation numerically gives $F=0.910$ and

$$d=7.88\times0.910^{1/3}\ {\rm nm}=7.63\ {\rm nm}.$$

The uncertainty from field and density is 0.38 nm. Doubling $D$ lowers the depth to 7.44 nm. A calculation with the full square wave gives $F=0.911$, which supports the slow-amplitude approximation here. That approximation gradually loses accuracy as $6D/d^2$ approaches the angular Larmor frequency, as can happen in a much less viscous liquid. Motion then also makes the field from the spin components along $\mathbf n$ fluctuate, so the pulses no longer cancel it completely.

### How far to trust the number

The density and diffusion coefficient are rough values for a viscous immersion oil, and a depth of several nanometres is typical of a shallow NV. A real surface can carry an adsorbed film, which breaks the assumption of uniform density right down to the diamond. At $d_0$, the first nanometre of liquid supplies 30.1% of the variance. If its proton density were 20% below that of the oil, the variance at fixed depth would fall by about 6%, and the inferred depth by about 2%. If that nanometre held no protons at all, $d$ would still be the distance to the nearest protons, but the diamond surface would be 1 nm closer to the NV.

Three other corrections are smaller for your numbers:

- **Finite layer.** A layer of thickness $h$ gives the half-space result at $d$ minus that at $d+h$. The missing fraction is $[d/(d+h)]^3$, or 0.039% for 100 nm. At $h=d$ the missing fraction is 1/8, and at fixed $h$ the variance falls with depth faster than $1/d^3$: the local exponent is about 3.2 at $h=d$ and approaches 4 for $h\ll d$.
- **Thermal polarization.** At 300 K it is $1.0\times10^{-7}$, so treating the spins as unpolarized is safe.
- **Back-action of the NV.** Its field shifts the frequency of any proton in the oil by less than 0.324 kHz, against an inverse sequence duration of 79.8 kHz.

I would report $7.6\pm0.4$ nm to the nearest protons, provided that the signal is all from protons (four times the ¹³C Larmor frequency lies only about 8 kHz from the proton line at 30 mT, and pulses of finite length respond to this harmonic, so a strongly coupled ¹³C in natural-abundance diamond can mimic part of the signal), that $D$ is close to the assumed value, and that the proton spins relax little during the 12.53 µs sequence. Appreciable relaxation would reduce the detected signal further and make the true depth smaller. The error bar excludes the uncertainty in $D$ and any adsorbed film. The numerical output below lists the values used here.

## Computed values

```
INPUTS
measured rms proton field: 400 +/- 20 nT
proton density (rough): 60 +/- 6 nm^-3
diffusion coefficient (rough): 0.3 nm^2/us
bias field: 30 mT; temperature: 300 K; pulses: 32
NV axis angle, (100) surface: 54.74 degrees
proton gyromagnetic ratio: 2.67522e+08 rad/(s T)
SIMPLE DEPTH
K = mu0 hbar gamma_p/(4 pi): 2821.2 nT nm^3
numerical factor 5 pi/96: 0.16362
depth cubed: 488.4 nm^3
simple depth: 7.88 nm = 7.875e-09 m
relative uncertainty of depth: 4.7 %
uncertainty of simple depth: 0.37 nm
rms field at depth 5 nm: 790.6 nT
rms field at depth 10 nm: 279.5 nT
rms field at depth 20 nm: 98.8 nT
DIFFUSION
proton Larmor frequency: 1.2773 MHz
pulse-train duration: 12.53 us
rms phase implied by measured field: 0.562 rad
coherence factor exp(-phase^2/2): 0.854
initial decay rate at corrected depth: 0.0309 1/us
detected fraction of variance: 0.910
corrected depth: 7.63 nm
its uncertainty from field and density: 0.38 nm
corrected depth if D is doubled: 7.44 nm
OTHER EFFECTS, AT THE SIMPLE DEPTH
variance missing for a 100 nm layer: 0.039 %
variance share of first 1 nm of liquid: 30.1 %
thermal proton polarization: 1.02e-07
largest NV-induced proton shift: 0.324 kHz
inverse pulse-train duration: 79.8 kHz
COMMON MISTAKES
depth if axis is taken normal to surface: 8.37 nm
variance ratio, static part included: 1.600
depth if static part is included: 9.21 nm
NUMERICAL CHECKS
largest quadrature-formula difference: 7.2e-11 (relative)
decay-rate number from gradients: 6.0000 (dimensionless)
filter calculation of detected fraction: 0.911
```
